# Runaway motion of a bound charge coupled to all dipole modes

## The problem

A charge \(q\) is bound by a spring of constant \(K>0\) and coupled to the quantized transverse field. The field is evaluated at the centre of the binding, which is the dipole approximation. For motion along \(x\) the Pauli-Fierz Hamiltonian is

\[
H=\frac{(p-qA)^2}{2m_0}+\frac{Kx^2}{2}+\sum_{\mathbf k\lambda}\hbar\omega\,a^\dagger a ,\qquad
A=\sum_{\mathbf k\lambda} g\,\alpha\,\epsilon_x\,(a+a^\dagger),\qquad \alpha=\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}} .
\]

Mode labels on \(a,\omega,\epsilon_x\) are suppressed, and the zero-point energy is dropped. The real form factor \(g(\omega)\), with \(0\le g^2\le1\), switches the coupling off above a cutoff frequency \(\Lambda\). The integral \(I=\int_0^\infty g^2\,d\omega\) is finite.

The parameter \(m_0\) is the bare mass. What a slow experiment measures is the dressed mass \(m\), which includes the inertia of the field carried along. We hold \(m\) and \(K=m\omega_0^2\) fixed while \(\Lambda\) varies, so \(m_0\) depends on \(\Lambda\).

At \(t=0\) the mean position is \(x_0\), and the mean canonical momentum and the mean field vanish. Find the mean motion. For which cutoffs can it grow exponentially, and how fast does it then grow for an electron?

## First estimate by scaling

An accelerated charge radiates the power \(q^2a^2/(6\pi\varepsilon_0c^3)\). Writing this as \(m\tau a^2\) defines a time,

\[
\tau=\frac{q^2}{6\pi\varepsilon_0mc^3},
\]

which is \(6.27\times10^{-24}\) s for an electron.

**Bare mass.** A field cut off at \(\Lambda\) resolves distances down to \(c/\Lambda\). The electrostatic field energy outside that radius is \(q^2\Lambda/(8\pi\varepsilon_0c)\). Divided by \(c^2\), it gives a field mass of order \(m\tau\Lambda\). The bare mass is the remainder,

\[
m_0\sim m(1-\tau\Lambda),
\]

up to a numerical factor in front of \(\tau\Lambda\). It changes sign at \(\Lambda\sim1/\tau=1.6\times10^{23}\) rad/s. A particle of negative bare mass accelerates against the force on it, so instability is plausible there.

**Growth rate.** If \(\omega_0\tau\ll1\) and \(\Lambda\sim1/\tau\), the only short time available is \(\tau\). The estimate is a rate of order \(1/\tau\), with the instability visible after a time of order \(\tau\).

**Damping.** In ordinary oscillation the energy is \(m\omega_0^2x_0^2/2\) and the mean radiated power is \(m\tau\omega_0^4x_0^2/2\). The energy decays at the rate \(\tau\omega_0^2\), the amplitude at half of that.

The estimate leaves open whether the sign change of \(m_0\) is the true criterion, what the numerical factor is, and whether \(1/\tau\) is a fair rate close to the threshold.

## Exact solution

### Eliminating the field

With \(v=\dot x\), the Heisenberg equations of the particle are

\[
m_0v=p-qA,\qquad \dot p=-Kx .
\]

For a mode, \([a,A]=g\alpha\epsilon_x\), so \([a,(p-qA)^2/2m_0]=-q g\alpha\epsilon_x v\). Dividing by \(i\hbar\) gives

\[
\dot a=-i\omega a+\frac{i}{\hbar}\,q g\alpha\epsilon_x\,v .
\]

All these equations are linear, so mean values obey them too. From here on the symbols denote means. With \(a(0)=0\),

\[
a(t)=\frac{i}{\hbar}qg\alpha\epsilon_x\int_0^t e^{-i\omega(t-t')}v(t')\,dt' .
\]

Adding the complex conjugate uses \(i(e^{-i\theta}-e^{i\theta})=2\sin\theta\), and \(2\alpha^2/\hbar=1/(\varepsilon_0\omega V)\). Therefore

\[
qA(t)=\sum_{\mathbf k\lambda}\frac{q^2g^2\epsilon_x^2}{\varepsilon_0V\omega}\int_0^t\sin\omega(t-t')\,v(t')\,dt' .
\]

For a large volume the number of wave vectors in \(d\omega\) is \(V\omega^2d\omega/(2\pi^2c^3)\). The sum of \(\epsilon_x^2\) over two polarizations is \(1-k_x^2/k^2\), whose directional average is \(2/3\). The corresponding average of \(\epsilon_x\epsilon_y\) vanishes, so motion along \(y\) or \(z\) does not drive \(x\). The prefactor becomes

\[
\frac{q^2}{\varepsilon_0}\cdot\frac{1}{2\pi^2c^3}\cdot\frac23=\frac{q^2}{3\pi^2\varepsilon_0c^3}=\frac{2m\tau}{\pi}.
\]

Take the Laplace transform, \(\hat f(z)=\int_0^\infty e^{-zt}f(t)\,dt\). The transform of \(\sin\omega t\) is \(\omega/(\omega^2+z^2)\), and a convolution becomes a product:

\[
q\hat A=\frac{2m\tau}{\pi}\int_0^\infty\frac{\omega^2g^2}{\omega^2+z^2}\,d\omega\;\hat v .
\]

Inserting this in \(m_0\hat v=\hat p-q\hat A\) gives \(M(z)\hat v=\hat p\), with the frequency-dependent mass

\[
M(z)=m_0+\frac{2m\tau}{\pi}\int_0^\infty\frac{\omega^2g^2}{\omega^2+z^2}\,d\omega .
\]

Slow motion corresponds to \(z\to0\), so the dressed mass is \(m=M(0)=m_0+2m\tau I/\pi\), or

\[
m_0=m\left(1-\frac{2\tau I}{\pi}\right).
\]

Since \(p(0)=0\), the second particle equation gives \(\hat p=-K\hat x/z\), while \(\hat v=z\hat x-x_0\). Hence \(zM(z\hat x-x_0)=-K\hat x\), and

\[
\hat x(z)=x_0\,\frac{zM(z)}{z^2M(z)+K}.
\]

### When a growing solution exists

Let every variable grow as \(e^{zt}\) with \(\mathrm{Re}\,z>0\). Then \(\omega^2+z^2\neq0\) for all modes, the field is fixed by the particle motion, and the condition for a solution is \(z^2M+K=0\). Put \(s=z^2\) and divide by \(s\):

\[
F(s)=m_0+\frac Ks+\frac{2m\tau}{\pi}\int_0^\infty\frac{\omega^2g^2}{\omega^2+s}\,d\omega=0 .
\]

The half-plane \(\mathrm{Re}\,z>0\) maps one-to-one onto the \(s\) plane without the negative real axis and zero. There

\[
\mathrm{Im}\,F=-\,\mathrm{Im}\,s\left[\frac{K}{|s|^2}+\frac{2m\tau}{\pi}\int_0^\infty\frac{\omega^2g^2}{|\omega^2+s|^2}\,d\omega\right].
\]

The bracket is positive, so a zero of \(F\) must have \(\mathrm{Im}\,s=0\), hence \(s>0\). On that half-line every \(s\)-dependent term decreases. \(F\) starts at \(+\infty\) because of \(K/s\). It tends to \(m_0\) for \(s\to\infty\), since the integrand is bounded by the integrable \(g^2\) and vanishes pointwise. Thus \(F\) has one zero if \(m_0<0\) and none if \(m_0\ge0\). At \(m_0=0\) the Hamiltonian itself is undefined. For \(m_0\neq0\):

\[
\text{an exponentially growing solution exists}\iff m_0<0 .
\]

It is unique for each Cartesian component and grows without oscillating. The release from \(x_0\) does excite it, because the numerator of \(\hat x\) at the root is \(zM=-K/z\neq0\).

Energy shows the same division. The means conserve

\[
E=\tfrac12m_0v^2+\tfrac12Kx^2+\sum\hbar\omega|a|^2 ,
\]

and initially \(v=(p-qA)/m_0=0\), so \(E=Kx_0^2/2\). If \(m_0>0\), all terms are non-negative and \(|x(t)|\le|x_0|\) at all times. This excludes slower unbounded growth as well. If \(m_0<0\), the kinetic term can pay for unlimited spring and field energy. In a pure runaway \(E\) would scale as \(e^{2zt}\) and yet be constant, so its total energy is zero.

### A lower bound on the rate

Write \(\omega^2/(\omega^2+z^2)=1-z^2/(\omega^2+z^2)\). The first part combines with \(m_0\) to give \(m\):

\[
\frac{M(z)}m=1-\frac{2\tau z^2}{\pi}\int_0^\infty\frac{g^2}{\omega^2+z^2}\,d\omega .
\]

For \(z>0\) and \(g^2\le1\), the integral is at most \(\pi/(2z)\), so \(M\ge m(1-\tau z)\). A runaway needs \(M=-K/z^2<0\), and therefore \(z>1/\tau\). A runaway slower than \(1/\tau\) is impossible in this model.

### The Lorentzian cutoff in closed form

Choose \(g^2=\Lambda^2/(\Lambda^2+\omega^2)\), for which \(I=\pi\Lambda/2\) and \(m_0=m(1-\tau\Lambda)\). Partial fractions give

\[
\frac{\omega^2}{(\omega^2+\Lambda^2)(\omega^2+z^2)}=\frac{1}{\Lambda^2-z^2}\left[\frac{\Lambda^2}{\omega^2+\Lambda^2}-\frac{z^2}{\omega^2+z^2}\right].
\]

The integral of the right side is \(\frac{\pi}{2}(\Lambda-z)/(\Lambda^2-z^2)=\pi/[2(\Lambda+z)]\). Hence

\[
\frac Mm=1-\tau\Lambda+\frac{\tau\Lambda^2}{\Lambda+z}=1-\frac{\tau\Lambda z}{\Lambda+z}.
\]

Multiplying \(z^2M/m+\omega_0^2=0\) by \(\Lambda+z\) yields the cubic

\[
P(z)=(1-\tau\Lambda)z^3+\Lambda z^2+\omega_0^2z+\omega_0^2\Lambda=0 .
\]

The same multiplication turns \(\hat x/x_0\) into \(N/P\), with \(N(z)=z[(1-\tau\Lambda)z+\Lambda]\). For distinct roots \(z_j\), the residues give

\[
x(t)=x_0\sum_{j=1}^3\frac{N(z_j)}{P'(z_j)}\,e^{z_jt}.
\]

One caution concerns operators. The vacuum value of \(A^2\) is proportional to \(\int\omega g^2d\omega\), which diverges logarithmically here. The Lorentzian therefore serves for mean motion, as the limit of form factors that are cut again at a much higher frequency. The mean motion and the criterion need only a finite \(I\).

**Slow roots.** For \(\omega_0\ll\Lambda\) and \(\omega_0\tau\ll1\), two roots lie near \(\pm i\omega_0\), where \(M\approx m(1-\tau z)\). Set \(z=i\omega_0+\delta\) in \(z^2-\tau z^3+\omega_0^2=0\). To first order \(z^2+\omega_0^2=2i\omega_0\delta\) and \(-\tau z^3=i\tau\omega_0^3\), so

\[
\delta=-\tfrac12\tau\omega_0^2 .
\]

This is the radiative damping of the amplitude, and it holds on both sides of the threshold.

**Fast root.** Neglecting \(\omega_0\) leaves \((1-\tau\Lambda)z+\Lambda=0\), or

\[
z=\frac{\Lambda}{\tau\Lambda-1},\qquad \frac1z=\tau-\frac1\Lambda .
\]

Below threshold this root is negative and describes a fast transient. Above threshold it is the runaway. Its rate diverges just above threshold and falls to \(1/\tau\) as \(\Lambda\to\infty\).

**Runaway weight.** At a root, \(P=0\) gives \(z^2[(1-\tau\Lambda)z+\Lambda]=-\omega_0^2(z+\Lambda)\), so \(N=-\omega_0^2(z+\Lambda)/z\). To leading order \((1-\tau\Lambda)z=-\Lambda\), hence \(P'\approx-3\Lambda z+2\Lambda z=-\Lambda z\). Also \(z+\Lambda=\tau\Lambda z\). The weight is

\[
C=\frac{N}{P'}\approx\frac{\omega_0^2(z+\Lambda)}{\Lambda z^2}=\frac{\tau\omega_0^2}{z}.
\]

### The point-charge limit

Let \(\Lambda\to\infty\) at fixed \(m\). Dividing the cubic by \(\Lambda\) leaves

\[
-\tau z^3+z^2+\omega_0^2=0\quad\Longleftrightarrow\quad \ddot x=\tau\dddot x-\omega_0^2x ,
\]

the Abraham-Lorentz equation. On the way \(m_0=m(1-\tau\Lambda)\) has passed through zero and gone to \(-\infty\). The Abraham-Lorentz runaway is thus the limit of the runaway found at negative bare mass. For \(\omega_0\tau=0.3\) its rate is \(1.078/\tau\), above the bound as required.

### Other cutoff shapes

For a Gaussian, \(g^2=e^{-\omega^2/\Lambda^2}\), one has \(I=\sqrt\pi\Lambda/2\) and the threshold is \(\Lambda=\sqrt\pi/\tau\). For a sharp cutoff \(I=\Lambda\), the threshold is \(\Lambda=\pi/(2\tau)\), and

\[
\frac Mm=1-\frac{2\tau z}{\pi}\arctan\frac\Lambda z .
\]

Close to threshold \(|z|\) is large, and \(\arctan u\approx u-u^3/3\) gives

\[
\frac{m_0}{m}+\frac{1}{z^2}\left[\frac{2\tau\Lambda^3}{3\pi}+\omega_0^2\right]\approx0 .
\]

The runaway rate now diverges as \(|m_0|^{-1/2}\), not as \(|m_0|^{-1}\) as for the Lorentzian. The exponent \(1/2\) is the general one whenever \(\int\omega^2g^2\,d\omega\) is finite, since then \(F\approx m_0+\text{const}/s\) at large \(s\); this includes the Gaussian. The \(|m_0|^{-1}\) law comes from the \(\omega^{-2}\) tail of the Lorentzian, and a Lorentzian cut again at a higher frequency crosses over to \(|m_0|^{-1/2}\) close enough to its threshold. With \(\Lambda\tau=1.64\) and \(\omega_0\tau=0.3\), the bracket is \(1.026/\tau^2\) and \(m_0/m=-0.0441\), so \(z\approx4.8/\tau\). Diagonalizing the Hamiltonian with 200 modes gives \(4.67/\tau\).

For small \(m_0>0\) the same equation gives an imaginary \(z=i\nu\) with \(\nu>\Lambda\). That such a mode exists for every \(m_0>0\) follows from \(F\) on \(s<-\Lambda^2\). There it is real and decreases from \(m_0\) at \(s\to-\infty\) to \(-\infty\) at \(s\to-\Lambda^2\), so it has one zero. This oscillation lies above all field frequencies to which the charge couples, and it cannot radiate. At \(\Lambda\tau=1.50\) the diagonalization finds it at \(\nu=4.37/\tau\). A positive bare mass therefore forbids runaways but does not guarantee that the motion dies out. As \(m_0\) falls through zero, \(s=-\nu^2\) goes to \(-\infty\) and returns from \(+\infty\) as the runaway.

## Comparison of estimate and solution

**Threshold.** Scaling gave the right criterion and the right order of magnitude. The factor depends on the cutoff shape. For an electron the thresholds are \(1.60\times10^{23}\) rad/s (Lorentzian), \(2.51\times10^{23}\) rad/s (sharp) and \(2.83\times10^{23}\) rad/s (Gaussian). The inverse of \(\tau\) is the threshold itself for the Lorentzian, and a scale for the other two.

The numerical output tests the criterion by diagonalization on both sides of each threshold. With \(m_0/m\) between \(+0.04\) and \(+0.05\) no growing mode appears; with \(m_0/m=-0.050\), \(-0.044\) and \(-0.038\) (Lorentzian, sharp, Gaussian) there is one.

**Rate.** The estimate \(1/\tau\) is good far above threshold and poor near it. For an electron with \(\omega_0=10^{16}\) rad/s, \(\omega_0\tau=6.27\times10^{-8}\) and binding hardly affects the fast root:

| \(\Lambda\tau\) | runaway rate \(\times\,\tau\) |
|---:|---:|
| 1.05 | 21.00 |
| 1.50 | 3.00 |
| 2.00 | 2.00 |
| 10.00 | 1.11 |
| 100.00 | 1.01 |

The first entry is \(1.05/0.05=21\). Scaling missed it because \(m_0/m=-0.05\) is a small pure number, on which dimensional analysis is silent. A light particle of negative mass responds violently.

**Damping.** Here the estimate agrees with the leading-order solution. For \(\Lambda=0.5/\tau\), where \(m_0=m/2\), the amplitude decays at

\[
\tfrac12\tau\omega_0^2=\tfrac12(6.266\times10^{-24}\ \mathrm{s})(10^{16}\ \mathrm{s^{-1}})^2=3.13\times10^{8}\ \mathrm{s^{-1}},
\]

a lifetime of 3.19 ns. The third root is \(-1.60\times10^{23}\ \mathrm{s^{-1}}\), a decaying transient. Radiation damping thus survives without any runaway.

**Onset.** For \(\Lambda=2/\tau\), \(m_0=-m\) and the rate is \(2/\tau=3.19\times10^{23}\ \mathrm{s^{-1}}\). The initial weight of the runaway is small:

\[
C\approx\frac{\tau\omega_0^2}{z}=\frac{(\omega_0\tau)^2}{2}=\frac{(6.266\times10^{-8})^2}{2}=1.96\times10^{-15}.
\]

The runaway term reaches \(x_0\) when \(Ce^{zt}=1\), at

\[
t=\frac{\ln(1/C)}{z}=\frac{33.86}{2}\,\tau=16.9\,\tau=1.06\times10^{-22}\ \mathrm{s}.
\]

The scaling time \(\tau\) is too short by a factor of 17: the small weight costs \(\ln(1/C)\approx34\) e-folds, and the rate \(2/\tau\) halves the time they take. The delay is merely logarithmic, so the small weight offers little protection: the runaway wins long before one period \(2\pi/\omega_0\) of the bound motion has passed.

With the stronger binding \(\omega_0\tau=0.3\) the contrast is visible within a few \(\tau\). At \(\Lambda\tau=2\) the displacement is \(1.15\,x_0\), \(3.15\,x_0\) and \(20.4\,x_0\) after \(1\), \(2\) and \(3\,\tau\). At \(\Lambda\tau=0.5\) it is \(-0.70\,x_0\) after \(10\,\tau\) and \(0.45\,x_0\) after \(20\,\tau\), within the energy bound. Direct propagation with 300 modes agrees with the three exponentials to better than \(10^{-4}x_0\) at these times.

**Reach of the model.** The frequency \(1/\tau\) corresponds to \(\hbar/\tau=105\) MeV, or 206 times the electron's rest energy. A nonrelativistic particle without pair creation is no description of an electron at such energies. The dipole approximation fails much earlier. For \(\omega_0=10^{16}\) rad/s the zero-point width \(\sqrt{\hbar/(2m\omega_0)}\) is 0.076 nm, which equals \(c/\Lambda\) already at \(\hbar\Lambda\approx2.6\) keV. The cutoff considered next therefore illustrates the size of the mass shift within the model, not a regime where the model is accurate. If the Lorentzian cutoff is kept at \(\hbar\Lambda\le mc^2\), then \(\tau\Lambda\le0.0049\), the bare mass differs from \(m\) by at most about half a percent, and no runaway exists. The runaway is a property of this Hamiltonian when its cutoff is pushed beyond the threshold at fixed dressed mass, and no prediction for a real electron.

## Computed results

```
tau = 6.26642e-24 s
1/tau (Lorentzian threshold) = 1.59581e+23 rad/s
pi/(2 tau) (sharp threshold) = 2.50669e+23 rad/s
sqrt(pi)/tau (Gaussian thr.) = 2.82849e+23 rad/s
hbar/tau = 105.038 MeV
hbar/(tau m c^2) = 205.55
shell mass shift/m: box sum = 0.49977, formula = 0.50000
model: w0*tau = 0.3, 200 modes
Lorentzian L*tau=0.95: m0/m=+0.0500, runaways=0
Lorentzian L*tau=1.05: m0/m=-0.0500, runaways=1, z*tau=21.08960
sharp L*tau=1.50: m0/m=+0.0451, runaways=0
  undamped mode above cutoff: frequency*tau = 4.37194
sharp L*tau=1.64: m0/m=-0.0441, runaways=1, z*tau=4.67392
Gaussian L*tau=1.70: m0/m=+0.0409, runaways=0
Gaussian L*tau=1.84: m0/m=-0.0381, runaways=1, z*tau=6.63065
trajectory, L*tau=0.5, m0/m=+0.500:
  t/tau= 5.0: x/x0 modes=-0.0867, formula=-0.0867
  t/tau=10.0: x/x0 modes=-0.7038, formula=-0.7038
  t/tau=15.0: x/x0 modes=+0.0380, formula=+0.0380
  t/tau=20.0: x/x0 modes=+0.4515, formula=+0.4516
trajectory, L*tau=2.0, m0/m=-1.000:
  t/tau= 1.0: x/x0 modes=+1.1540, formula=+1.1540
  t/tau= 2.0: x/x0 modes=+3.1451, formula=+3.1451
  t/tau= 3.0: x/x0 modes=+20.3525, formula=+20.3525
Abraham-Lorentz runaway, model: z*tau = 1.07752
electron example: w0 = 1.0e+16 rad/s, w0*tau = 6.2664e-08
  L*tau=  1.05: runaway z*tau = 21.00000
  L*tau=  1.50: runaway z*tau = 3.00000
  L*tau=  2.00: runaway z*tau = 2.00000
  L*tau= 10.00: runaway z*tau = 1.11111
  L*tau=100.00: runaway z*tau = 1.01010
L = 0.5/tau = 7.9790e+22 rad/s: m0/m = +0.50
  amplitude damping rate = 3.13321e+08 1/s
  amplitude lifetime = 3.19161e-09 s
  fast decaying root = -1.59581e+23 1/s
L = 2/tau = 3.1916e+23 rad/s: m0/m = -1.00
  runaway rate = 3.19161e+23 1/s
  initial runaway weight = 1.9634e-15
  runaway term reaches x0 at t/tau = 16.932
  runaway term reaches x0 at t = 1.0610e-22 s
```
